\section*{Bond Order of a Half-Filled Dimer in DFT+U+V}

\section{Problem}

Two equivalent sites, 1 and 2, carry one orthonormal orbital each. There are two electrons, one of each spin. For spin $\sigma$ the site density matrix is
\[
n^\sigma_{IJ}=\sum_{k\,\mathrm{occ}}\psi^\sigma_k(I)\,\psi^{\sigma}_k(J)^* .
\]
The DFT part of the energy is modelled by a fixed hopping amplitude $-t$ with $t>0$. The DFT+U+V correction has the same on-site $U\ge 0$ on both sites and an intersite $V\ge 0$:
\begin{equation}
E=\sum_\sigma\Big\{-2t\,\mathrm{Re}\,n^\sigma_{12}
+\frac U2\sum_{I}n^\sigma_{II}(1-n^\sigma_{II})-V|n^\sigma_{12}|^2\Big\}.
\label{eq:E}
\end{equation}
The $V$ term is $-\tfrac12\sum_{I\ne J}V|n^\sigma_{IJ}|^2$; its two equal contributions, $IJ=12$ and $21$, cancel the factor $\tfrac12$. Hybridization is measured by the bond order $p=\sum_\sigma\mathrm{Re}\,n_{12}^\sigma$, which is 1 when both electrons occupy the bonding orbital $(1,1)/\sqrt2$.

Consider the statement that $U$ suppresses hybridization and $V$ restores it. Find out when this is true in the model.

\begin{enumerate}
\item[(a)] Which combination of $U$ and $V$ controls the shape of the occupied orbitals?
\item[(b)] What potential do $U$ and $V$ produce, and what does it do to the symmetric bonding state?
\item[(c)] Find the bond order that minimizes $E$, for all $U,V\ge0$.
\item[(d)] Find the gap between the occupied and the empty eigenvalue of one spin channel. Does it depend on the same combination as $p$?
\item[(e)] Evaluate the results for $t=0.05$ and $U=0.20$ hartree as $V$ grows from zero. These are round model values.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item For (a), write out $\mathrm{Tr}\,n^2$ for a Hermitian $2\times2$ matrix and compare it with the $U$ term.
\item For (b), define the potential by $dE=\mathrm{Tr}(v\,dn)$ and insert equal site occupations.
\item For (c), one electron in one orbital leaves a single angle per spin once the phase of $n_{12}$ is chosen. The bond order has an upper limit, so look at the endpoint as well as at stationary points.
\item For (d), the eigenvalues of a real symmetric $2\times2$ matrix with diagonal $\mp a$ and off-diagonal $-b$ are $\pm\sqrt{a^2+b^2}$.
\end{enumerate}

\section{Solution}

\subsection*{(a) The controlling combination}

Drop the spin index. Since $n_{21}=n_{12}^*$,
\[
\mathrm{Tr}\,n^2=n_{11}^2+n_{22}^2+2|n_{12}|^2 ,
\]
and therefore
\[
\sum_I n_{II}(1-n_{II})=\mathrm{Tr}\,n-n_{11}^2-n_{22}^2
=\mathrm{Tr}(n-n^2)+2|n_{12}|^2 .
\]
Multiplying by $U/2$ and adding the $V$ term gives, for each spin,
\begin{equation}
E_U+E_V=\frac U2\mathrm{Tr}(n-n^2)+(U-V)|n_{12}|^2 .
\label{eq:id}
\end{equation}
The first term depends on the eigenvalues of $n$, not on the shape of its eigenvectors. At half filling with one filled orbital per spin, the eigenvalues are 1 and 0, so this term vanishes. The orbital shape is then governed by
\[
D\equiv U-V .
\]
Charge removed from the bond saves on-site energy $U|n_{12}|^2$ and loses intersite energy $V|n_{12}|^2$. The two enter with equal weight because, for a single filled orbital, $n=n^2$ ties the site occupations to the bond: $n_{11}(1-n_{11})=|n_{12}|^2$.

\subsection*{(b) The potential and the symmetric state}

Differentiating the $U$ term with respect to $n_{II}$ gives $\frac U2(1-2n_{II})$. For the $V$ term, $d(-Vn_{12}n_{21})=-V(n_{21}\,dn_{12}+n_{12}\,dn_{21})$, while $\mathrm{Tr}(v\,dn)$ contains $v_{21}dn_{12}+v_{12}dn_{21}$. Hence
\begin{equation}
v_{II}=U\left(\tfrac12-n_{II}\right),\qquad v_{12}=-V\,n_{12}.
\label{eq:v}
\end{equation}
In the symmetric bonding state $n_{11}=n_{22}=n_{12}=\tfrac12$. The $U$ potential is then zero on both sites, whatever the size of $U$, and the $V$ potential changes the hopping amplitude from $t$ to $t+V/2$. The bonding orbital remains the lower eigenvector, so this state is self-consistent with $p=1$ for all $U,V\ge0$.

Thus, in this half-filled two-orbital model, $U$ does not suppress hybridization as long as the symmetry is kept, because the symmetry pins $n_{II}$ at $\tfrac12$. It adds an energy $U/2$ and leaves the orbitals alone. Any suppression by $U$ has to come from unequal site occupations within a spin channel, and part (c) decides whether these lower the energy.

\subsection*{(c) The minimum}

First, the form of the trial state. Every one-electron density matrix of one spin, pure or mixed, can be written with a real vector $\mathbf r$, $|\mathbf r|\le1$, as
\[
n_{11}=\frac{1+r_z}2,\qquad n_{22}=\frac{1-r_z}2,\qquad n_{12}=\frac{r_x-ir_y}2 .
\]
Both sites contribute $n_{II}(1-n_{II})=(1-r_z^2)/4$, so the energy of the channel is
\[
E_\sigma=-t\,r_x+\frac U4(1-r_z^2)-\frac V4(r_x^2+r_y^2).
\]
For $U,V\ge0$ this is a concave function of $\mathbf r$. Along any chord of the unit ball a concave function takes its lowest value at an end of the chord, so a minimum can be found on the surface $|\mathbf r|=1$, that is, among pure states. There $1-r_z^2=r_x^2+r_y^2$, and at a fixed value of this sum the hopping term is lowest for $r_y=0$, $r_x\ge0$. A complex phase of $n_{12}$ loses hopping energy and gains nothing.

With $r_x=\cos\theta$ and $r_z=\sin\theta$,
\[
E_\sigma=-t\cos\theta+\frac D4\cos^2\theta .
\]
The two spins contribute independently, and both are minimized by the same $\cos\theta$. Since $n_{12}=\tfrac12\cos\theta$ for each spin, $p=\cos\theta$, and the total is
\begin{equation}
E(p)=-2tp+\frac D2p^2,\qquad 0\le p\le1 .
\label{eq:Ep}
\end{equation}
Its slope is $dE/dp=-2t+Dp$. There are two cases.

If $D\le2t$, the slope is negative for all $p<1$, and the minimum is the endpoint $p=1$. If $D>2t$, the slope vanishes inside the interval at $p=2t/D$, where the second derivative $D$ is positive. Therefore
\begin{equation}
p=\begin{cases}1, & U-V\le2t,\\[3pt]
\dfrac{2t}{U-V}, & U-V>2t,\end{cases}
\label{eq:p}
\end{equation}
with energy $-2t+D/2$ in the first case and $-2t^2/D$ in the second. Both are negative. The state with two electrons of equal spin has $n=1$ in one channel and $n=0$ in the other, hence $E=0$, and lies higher.

The threshold also appears as an instability of the symmetric state. For small $\theta$,
\[
-2t\cos\theta+\frac D2\cos^2\theta\simeq-2t+\frac D2+\frac{2t-D}{2}\,\theta^2 ,
\]
so along $\theta$ the symmetric state turns from a minimum into a maximum when $D$ exceeds $2t$. A phase of $n_{12}$ still raises the energy, so the state is then a saddle point.

Choose opposite signs of $\theta$ for the two spins. The total charge is then equal on the two sites, and each site has the moment
\[
m=|n_{11}^\uparrow-n_{11}^\downarrow|=|\sin\theta|=\sqrt{1-p^2}.
\]
Just above the threshold, with $D=2t(1+\epsilon)$, one has $p\simeq1-\epsilon$ and $m\simeq\sqrt{2\epsilon}$: the moment rises steeply while the bond order falls linearly. For $D\gg2t$, $p\to0$ and $m\to1$, and each electron sits on its own site.

The statement in the problem can now be made precise. For $U-V>2t$, raising $U$ lowers $p$ and raising $V$ raises it. At fixed $U>2t$ the restoration is complete at $V=U-2t$; a larger $V$ cannot raise $p$ further.

\subsection*{(d) The gap}

Take the spin with more weight on site 1. By \eqref{eq:v} its Hamiltonian has the diagonal elements $\mp Um/2$ and the off-diagonal element $-t_{\rm eff}$, where
\[
t_{\rm eff}=t+\frac{Vp}2 .
\]
This shows how the two parameters act. $U$ shifts the levels of the two sites apart and so polarizes the orbital; $V$ strengthens the hopping. At $V=0$ the hopping stays equal to $t$ for every $U$, even where $p$ is small.

In the symmetric phase $m=0$ and $p=1$, so the gap is $2t_{\rm eff}=2t+V$. In the broken phase \eqref{eq:p} gives $t=(U-V)p/2$, hence $t_{\rm eff}=Up/2$ and
\begin{equation}
\Delta=2\sqrt{\left(\frac{Um}2\right)^2+\left(\frac{Up}2\right)^2}
=U\sqrt{m^2+p^2}=U .
\label{eq:gap}
\end{equation}
The two expressions agree at the threshold $U=2t+V$. The gap is thus not a function of $U-V$, although the bond order and the energy of the minimum are.

Equation \eqref{eq:id} explains the difference. The derivative of its first term is $U(\tfrac12-n)$. This matrix commutes with $n$, so it does not rotate the orbitals, but it lowers the occupied level by $U/2$ and raises the empty one by $U/2$. The term vanishes in the energy at integer occupation and still contributes $U$ to the gap. The second term of \eqref{eq:id} and the hopping together give the off-diagonal element $-t+Dp/2$. In the broken phase this is zero, which leaves $\Delta=U$; in the symmetric phase it contributes $2t-D$, and the sum $U+2t-D=2t+V$ no longer contains $U$.

\subsection*{(e) Numbers}

The threshold is $U-V=2t=0.10$ hartree, which for $U=0.20$ hartree means $V=0.10$ hartree. At $V=0.04$ hartree, $D=0.16$ hartree and
\begin{align*}
p&=0.10/0.16=0.625, & m&=\sqrt{1-0.625^2}=0.781,\\
t_{\rm eff}&=0.05+0.04\times0.625/2=0.0625, & Um/2&=0.20\times0.781/2=0.0781,
\end{align*}
with the last two in hartree. The gap is $2\sqrt{0.0781^2+0.0625^2}=0.200$ hartree, equal to $U$. The energy is $-2(0.05)^2/0.16=-0.0313$ hartree, below the value $-0.0200$ hartree of the symmetric solution at the same $U$ and $V$.

Self-consistent solutions for other $V$ are (energies in hartree):

\begin{center}
\begin{tabular}{cccccc}
$V$ & $p$ & $m$ & $t_{\rm eff}$ & $Um/2$ & $\Delta$\\
\hline
0.00 & 0.500 & 0.866 & 0.050 & 0.087 & 0.200\\
0.04 & 0.625 & 0.781 & 0.063 & 0.078 & 0.200\\
0.08 & 0.833 & 0.553 & 0.083 & 0.055 & 0.200\\
0.12 & 1.000 & 0.000 & 0.110 & 0.000 & 0.220
\end{tabular}
\end{center}

Up to the threshold, $V$ raises the hopping and the level shift falls, in such proportion that the gap stays at $U$. Beyond it the bond order is saturated and the gap grows as $2t+V$. The separate roles of $U-V$ and $U$ show when $U-V$ is held at 0.16 hartree: the pairs $(U,V)=(0.16,0)$, $(0.20,0.04)$ and $(0.24,0.08)$ hartree all give $p=0.625$, but their gaps are 4.35, 5.44 and 6.53 eV. The numerical output below contains the full scans.

These results rest on a fixed DFT part. In a real calculation the DFT Hamiltonian responds to the charge and spin density, which can move the threshold. Fractional eigenvalues of $n$, which arise when the two orbitals also mix with others, bring back the first term of \eqref{eq:id}; if $U$ or $V$ changes these eigenvalues, $U-V$ alone no longer fixes the bond order. The site occupations of a symmetric state are then in general not $\tfrac12$, so the $U$ potential does not vanish and $U$ can change the bond order without any breaking of symmetry.

\section{Variation 1: the exact two-electron state}

\textit{Replace the functional by the extended Hubbard dimer, with energy $U$ for two electrons on one site and $V$ for one on each. What is the exact bond order of this model?}

Let $|ij\rangle$ have the up electron on site $i$ and the down electron on site $j$. The hopping $-t$ acts on either electron. It takes both $|12\rangle$ and $|21\rangle$ to $-t(|11\rangle+|22\rangle)$, so the states $(|12\rangle+|21\rangle)/\sqrt2$ and $(|11\rangle+|22\rangle)/\sqrt2$ are coupled by $-2t$:
\[
H=\begin{pmatrix}V&-2t\\-2t&U\end{pmatrix},\qquad
E_0=\frac{U+V}2-\frac12\sqrt{D^2+16t^2}.
\]
The two odd combinations are not coupled by hopping and have energies $V$ and $U$, both above $E_0$. The hopping energy is $-2tp$, so $\partial E_0/\partial t=-2p$, and
\begin{equation}
p_{\rm exact}=-\frac12\frac{\partial E_0}{\partial t}
=\frac{4t}{\sqrt{(U-V)^2+16t^2}} .
\label{eq:pex}
\end{equation}
Again only $U-V$ enters, now through its square: raising $V$ raises $p_{\rm exact}$ up to $V=U$, where it equals 1, and lowers it beyond. There is no threshold, and the state has no site moment because its amplitudes are unchanged under $|ij\rangle\to|ji\rangle$, so each site is occupied equally by the up and the down electron.

The comparison is a fair one for $V-U\le2t$. In the spin-ordered determinant the on-site repulsion is $2U(1-m^2)/4=Up^2/2$ and the intersite repulsion is $V(1-\sum_\sigma|n_{12}^\sigma|^2)=V-Vp^2/2$. Its energy is therefore \eqref{eq:Ep} plus the constant $V$: for spin-ordered and symmetric determinants the functional is a mean-field treatment of this same model. For charge-ordered determinants the two energies differ unless $U=V$, and when $V-U>2t$ the lowest determinant of the Hubbard model is charge-ordered, while the functional keeps $p=1$.

For small $|D|$, $p_{\rm exact}\simeq1-D^2/(32t^2)$, a reduction by correlation that the symmetric mean-field state misses. At $U=0.08$ hartree and $V=0$ the exact value is 0.93, against 1 from the functional. For $D\gg4t$, $p_{\rm exact}\to4t/D$, twice the mean-field value; at $U=2.00$ hartree and $V=0$ the two are 0.0995 and 0.0500. The factor follows from second-order perturbation theory. The determinant starts from $|12\rangle$ alone, which couples by $-t$ to each of two states at cost $D$ and gains $2t^2/D$. The singlet couples by $-2t$ to one state and gains $4t^2/D$. The bond order, half the derivative of this gain with respect to $t$, doubles as well.

\section{Variation 2: charge order instead of spin order}

\textit{What changes if $\theta$ has the same sign for both spins?}

The energy \eqref{eq:E} is a sum of independent spin channels, and each is unchanged under $\theta\to-\theta$. The energy and $p$ therefore stay the same, but now both electrons prefer the same site: the moment vanishes and the site charges differ by $|n_1-n_2|=2\sqrt{1-p^2}$. The correction by itself does not choose between the two kinds of order.

The electrostatic part of DFT, left out so far, does distinguish them. Represent it by an added energy $\frac C2(n_1-n_2)^2$ with $C>0$. This term is never negative and vanishes for spin order, so the spin-ordered state remains a minimum with unchanged $p$, while charge order is raised. For $U=0.20$, $V=0.04$ and $C=0.05$ hartree, both states start at $-0.0313$ hartree. The charge-ordered one has $|n_1-n_2|=1.561$; with its orbitals held fixed it moves up by $0.025\times1.561^2=0.0609$ hartree, to $+0.0297$ hartree. It is then no longer stationary. For equal $\theta$ in both channels the added energy is $2C\sin^2\theta=2C(1-p^2)$, which replaces $D$ in \eqref{eq:Ep} by $D-4C=-0.04$ hartree and adds the constant $2C$. Since $D-4C<2t$, the lowest state with equal $\theta$ has $p=1$: it is the symmetric solution at $-0.0200$ hartree, without charge order and above the spin-ordered state.

\section*{Computed results}
\begin{verbatim}
hopping t = 0.050 hartree; on-site U = 0.200 hartree
threshold 2t = 0.100 hartree; V at threshold = 0.100 hartree
Scan of V at fixed U (energies in hartree; p, m dimensionless)
    V      p      m    t_eff  offset    gap       E    p_exact
 0.000 0.5000 0.8660  0.0500  0.0866  0.2000 -0.02500  0.7071
 0.020 0.5556 0.8315  0.0556  0.0831  0.2000 -0.02778  0.7433
 0.040 0.6250 0.7806  0.0625  0.0781  0.2000 -0.03125  0.7809
 0.060 0.7143 0.6999  0.0714  0.0700  0.2000 -0.03571  0.8192
 0.080 0.8333 0.5528  0.0833  0.0553  0.2000 -0.04167  0.8575
 0.120 1.0000 0.0000  0.1100  0.0000  0.2200 -0.06000  0.9285
Scan of U at V = 0 (energies in hartree)
    U      p      m      gap   p_exact
 0.050 1.0000 0.0000  0.1000  0.9701
 0.080 1.0000 0.0000  0.1000  0.9285
 0.150 0.6667 0.7454  0.1500  0.8000
 0.200 0.5000 0.8660  0.2000  0.7071
 0.300 0.3333 0.9428  0.3000  0.5547
 2.000 0.0500 0.9987  2.0000  0.0995
ratio p/p_exact at U = 2.00 hartree, V = 0: 0.5025
Equal U-V, different U and V
U = 0.16, V = 0.00 hartree: p = 0.6250, gap = 0.1600 hartree = 4.354 eV
U = 0.20, V = 0.04 hartree: p = 0.6250, gap = 0.2000 hartree = 5.442 eV
U = 0.24, V = 0.08 hartree: p = 0.6250, gap = 0.2400 hartree = 6.531 eV
Symmetric solution at V = 0.04 hartree
U = 0.05 hartree: p = 1.0000, gap = 0.1400 hartree, E = -0.09500 hartree
U = 0.20 hartree: p = 1.0000, gap = 0.1400 hartree, E = -0.02000 hartree
U = 0.40 hartree: p = 1.0000, gap = 0.1400 hartree, E = 0.08000 hartree
U = 0.20, V = 0.04 hartree: E(spin order) = -0.03125, E(charge order) = -0.03125 hartree
charge order: |n1-n2| = 1.5612; with stiffness C = 0.05 hartree its E = 0.02969 hartree
\end{verbatim}
